**Direct perturbation theory against the full Dirac problem**

With the lower spinor written as $X/c$, the first-order relativistic energy is $E_1=\langle X_0|V-E_0|X_0\rangle/c^2$, where $X_0=\boldsymbol\sigma\cdot\mathbf p\,\varphi_0/(2m)$, $\varphi_0$ is the normalized Schrödinger state and $E_0$ its energy. The program asserts the action of $\boldsymbol\sigma\cdot\mathbf p$ on central-field spinors, the Coulomb integrals for all levels up to $n=3$, and the closed hydrogenic formula. It also asserts that integration by parts gives the same energy with a boundary term at the nucleus. Diagonalizations of the Dirac equation with metric $\mathrm{diag}(1,1/c^2)$ are compared with $E_1$ as $1/c^2$ becomes small, for a Coulomb and a screened Coulomb potential, and the remainder is asserted to scale close to $c^{-4}$. The exact projection identity and the point-nucleus Dirac energies are asserted for one-electron copper, $Z=29$. For its $1s_{1/2}$ level the output gives $E_1=-128.110$ eV and a remainder of $-2.952$ eV. The $2p$ splitting is 32.028 eV in first order and 32.951 eV from the full Dirac problem.

## Check in Python

```python
"""Direct perturbation theory for the Dirac equation with metric diag(1, 1/c^2).

Result under test: with the lower spinor written as X/c and E counted from m c^2,
    E = E0 + <X0| V - E0 |X0>/c^2 + O(c^-4),   X0 = sigma.p phi0/(2m),  <phi0|phi0> = 1,
and for a point charge Z the first-order term is
    E1 = -(Z alpha)^4 m c^2/(2 n^4) * (n/|kappa| - 3/4).
Symbols: P = r * (radial large component), kappa = Dirac angular quantum number,
D = d/dr + kappa/r, q = D P/2 = scaled small component in the limit.
Scaled variables: rho = Z r/a0, energies in Z^2 hartree, x = (Z alpha)^2 ~ 1/c^2.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre

# logarithmic radial grid: the trapezoidal rule converges exponentially on it
STEP = 0.01
rho = np.exp(np.arange(-20.0, 5.8, STEP))
weight = STEP * rho


def integrate(f):
    return float(np.sum(weight * f))


def radial_basis(power, size=30, decay=0.5):
    """Orthonormal functions rho^power exp(-decay rho) * Laguerre, and derivatives."""
    y = 2 * decay * rho
    envelope = rho**power * np.exp(-decay * rho)
    values, slopes = [], []
    for i in range(size):
        lag = eval_genlaguerre(i, 2 * power, y)
        dlag = np.zeros_like(y)
        if i > 0:
            dlag = -2 * decay * eval_genlaguerre(i - 1, 2 * power + 1, y)
        f = envelope * lag
        df = envelope * (lag * (power / rho - decay) + dlag)
        norm = np.sqrt(integrate(f * f))
        values.append(f / norm)
        slopes.append(df / norm)
    return np.array(values), np.array(slopes)


def schrodinger(v, kappa, index):
    """Nonrelativistic level: energy, P and q = D P/2 on the grid."""
    l = kappa if kappa > 0 else -kappa - 1
    f, df = radial_basis(l + 1)
    d_f = df + kappa * f / rho
    h = 0.5 * (d_f * weight) @ d_f.T + (f * weight * v) @ f.T
    e, c = eigh(h)
    return e[index], c[:, index] @ f, 0.5 * c[:, index] @ d_f


def dirac(v, kappa, x, target):
    """Dirac level nearest to target, from the pencil with metric diag(1, x)."""
    f, df = radial_basis(np.sqrt(kappa**2 - x))
    n = len(f)
    one, zero = np.eye(n), np.zeros((n, n))
    vmat = (f * weight * v) @ f.T
    dmat = (f * weight) @ (df + kappa * f / rho).T
    h = np.block([[vmat, dmat.T], [dmat, -2 * one + x * vmat]])
    metric = np.block([[one, zero], [zero, x * one]])
    e, c = eigh(h, metric)
    k = int(np.argmin(abs(e - target)))
    return e[k], c[:n, k] @ f, c[n:, k] @ f


def sommerfeld(n, kappa, x):
    g = np.sqrt(kappa**2 - x)
    return (1 / np.sqrt(1 + x / (n - abs(kappa) + g)**2) - 1) / x


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


# --- sigma.p acting on a central-field spinor, checked in Cartesian coordinates ---
X, Y, Z3 = sp.symbols("X Y Z3", real=True)
R = sp.symbols("R", positive=True)
radius = sp.sqrt(X**2 + Y**2 + Z3**2)
sigma_r = sp.Matrix([[Z3, X - sp.I * Y], [X + sp.I * Y, -Z3]]) / radius
s_spinor = sp.Matrix([1, 0])
p_spinor = sp.Matrix([(X + sp.I * Y) / radius, 0])
spinors = {-1: s_spinor, 1: sigma_r * s_spinor, -2: p_spinor, 2: sigma_r * p_spinor}
point = {X: 0.3, Y: -0.7, Z3: 0.5}
p_trial = R**3 * sp.exp(-R)
for kappa, omega in spinors.items():
    u = (p_trial / R).subs(R, radius) * omega
    sigma_p_u = -sp.I * sp.Matrix([
        sp.diff(u[0], Z3) + sp.diff(u[1], X) - sp.I * sp.diff(u[1], Y),
        sp.diff(u[0], X) + sp.I * sp.diff(u[0], Y) - sp.diff(u[1], Z3)])
    radial = ((sp.diff(p_trial, R) + kappa * p_trial / R) / R).subs(R, radius)
    expected = sp.I * radial * (-sigma_r * omega)
    for a, b in zip(sigma_p_u, expected):
        assert abs(complex(sp.N((a - b).subs(point)))) < 1e-12

# --- hydrogenic integrals and first-order energies for all levels up to n = 3 ---
coulomb = -1 / rho
for n in (1, 2, 3):
    for kappa in [k for k in range(-n, n) if k != 0]:
        l = orbital_l(kappa)
        e0, P, q = schrodinger(coulomb, kappa, n - l - 1)
        inv1, inv2 = integrate(P * P / rho), integrate(P * P / rho**2)
        q2, q2r = integrate(q * q), integrate(q * q / rho)
        first = integrate((coulomb - e0) * q * q)
        assert abs(e0 + 0.5 / n**2) < 1e-9
        assert abs(inv1 - 1 / n**2) < 1e-8
        assert abs(inv2 - 1 / (n**3 * (l + 0.5))) < 1e-8
        assert abs(integrate(P * q) - kappa * inv1 / 2) < 1e-8
        assert abs(integrate(P * q / rho) - (2 * kappa + 1) * inv2 / 4) < 1e-8
        assert abs(q2r - e0 * inv1 / 2 - (2 * kappa + 1) / (4 * kappa) * inv2) < 1e-8
        assert abs(2 * q2 - e0 - inv1) < 1e-8
        assert abs(q2 - 1 / (4 * n**2)) < 1e-8
        assert abs(q2r - 1 / (2 * n**3 * abs(kappa)) + 1 / (4 * n**4)) < 1e-8
        assert abs(first + (n / abs(kappa) - 0.75) / (2 * n**4)) < 1e-8
        # rearrangement by parts: the contact value enters as a boundary term
        parts = -0.5 * integrate((coulomb - e0)**2 * P * P) + (P[0] / rho[0])**2 / 8
        if kappa != -1:
            parts -= (1 + kappa) / 4 * integrate(P * P / rho**3)
        assert abs(parts - first) < 1e-6

# level formula at non-integer l, used when the energy is differentiated in l
for l_real in (0.3, 1.4):
    for nodes in (0, 1):
        e_real = schrodinger(coulomb, l_real, nodes)[0]
        assert abs(e_real + 0.5 / (nodes + l_real + 1)**2) < 1e-8

# --- general formula against the c -> infinity behaviour of the full problem ---
screening = 0.1
yukawa = -np.exp(-screening * rho) / rho
levels = {"1s1/2": (1, -1), "2s1/2": (2, -1), "2p1/2": (2, 1), "2p3/2": (2, -2)}
screened_results = {}
for v, is_screened in ((coulomb, False), (yukawa, True)):
    for name, (n, kappa) in levels.items():
        e0, P, q = schrodinger(v, kappa, n - orbital_l(kappa) - 1)
        first = integrate((v - e0) * q * q)
        slope = [(dirac(v, kappa, x, e0)[0] - e0) / x for x in (2e-3, 1e-3)]
        limit = 2 * slope[1] - slope[0]
        assert abs(limit - first) < 1e-4 * abs(first)
        rest = [dirac(v, kappa, x, e0)[0] - e0 - x * first for x in (0.02, 0.01)]
        assert abs(rest[0] / rest[1] - 4) < 0.15
        if is_screened:
            screened_results[name] = (e0, first, limit)

# --- worked example in SI units: one-electron copper ion, fixed point nucleus ---
Z = 29
hbar, m, c, e = const.hbar, const.m_e, const.c, const.e
k_coul = Z * e**2 / (4 * np.pi * const.epsilon_0)        # J m
length = hbar**2 / (m * k_coul)                          # a0/Z in m
energy_unit = k_coul / length                            # Z^2 hartree in J
z_alpha = k_coul / (hbar * c)
x_cu = z_alpha**2
r = rho * length
w_si = weight * length
V_si = -k_coul / r

print(f"Nuclear charge number Z = {Z}")
print(f"Z alpha = {z_alpha:.6f}")
print(f"(Z alpha)^2 = {x_cu:.6f}")
print(f"Length a0/Z = {length:.6e} m")
print(f"Energy unit Z^2 hartree = {energy_unit / e:.3f} eV")
print(f"Rest energy m c^2 = {m * c**2 / e:.2f} eV")

shifts, exact_shifts = {}, {}
for name, (n, kappa) in levels.items():
    eps0, P, q = schrodinger(coulomb, kappa, n - orbital_l(kappa) - 1)
    E0 = eps0 * energy_unit
    X0 = hbar / (2 * m) * (2 * q) / length**1.5          # (hbar/2m) D P in SI
    small_weight = np.sum(w_si * X0**2) / c**2
    V_part = np.sum(w_si * V_si * X0**2) / c**2
    E_part = -E0 * small_weight
    E1 = np.sum(w_si * (V_si - E0) * X0**2) / c**2
    closed = -z_alpha**4 * m * c**2 / (2 * n**4) * (n / abs(kappa) - 0.75)
    assert abs(E1 / closed - 1) < 1e-7

    eps, P_rel, q_rel = dirac(coulomb, kappa, x_cu, eps0)
    assert abs(eps - sommerfeld(n, kappa, x_cu)) < 1e-8
    # exact projection identity, before any expansion in 1/c^2
    projected = x_cu * integrate(q * (coulomb - eps) * q_rel) / integrate(P * P_rel)
    assert abs(projected - (eps - eps0)) < 1e-7

    E_exact = eps * energy_unit
    shifts[name], exact_shifts[name] = E1, E_exact - E0
    print(f"{name}: E0 = {E0 / e:.3f} eV")
    print(f"{name}: weight <X0|X0>/c^2 = {small_weight:.6f}")
    print(f"{name}: normalized mean of V-E0 = {E1 / small_weight / e:.2f} eV")
    print(f"{name}: potential part = {V_part / e:.3f} eV")
    print(f"{name}: -E0 part = {E_part / e:.3f} eV")
    print(f"{name}: first order E1 = {E1 / e:.3f} eV")
    print(f"{name}: exact Dirac E = {E_exact / e:.3f} eV")
    print(f"{name}: remainder E-E0-E1 = {(E_exact - E0 - E1) / e:.3f} eV")
    if name == "1s1/2":
        print(f"{name}: first order E1 = {E1:.5e} J")
        scale = x_cu * energy_unit / e
        kinetic = -0.5 * integrate((coulomb - eps0)**2 * P * P) * scale
        contact = (P[0] / rho[0])**2 / 8 * scale
        print(f"{name}: by parts, -<(V-E0)^2>/(2mc^2) = {kinetic:.3f} eV")
        print(f"{name}: by parts, boundary (Darwin) = {contact:.3f} eV")

split_first = (shifts["2p3/2"] - shifts["2p1/2"]) / e
split_exact = (exact_shifts["2p3/2"] - exact_shifts["2p1/2"]) / e
print(f"2p splitting, first order = {split_first:.3f} eV")
print(f"2p splitting, exact Dirac = {split_exact:.3f} eV")

print(f"Screened model v = -exp(-mu rho)/rho, mu = {screening}")
print("Screened energies in Z^2 hartree; slopes are dE/dx at x=0")
for name in ("1s1/2", "2p1/2", "2p3/2"):
    e0, first, limit = screened_results[name]
    print(f"Screened {name}: E0 = {e0:.6f}")
    print(f"Screened {name}: slope formula {first:.6f}, Dirac {limit:.6f}")

print("all assertions hold")
```

Output:

```
Nuclear charge number Z = 29
Z alpha = 0.211623
(Z alpha)^2 = 0.044784
Length a0/Z = 1.824749e-12 m
Energy unit Z^2 hartree = 22884.776 eV
Rest energy m c^2 = 510998.95 eV
1s1/2: E0 = -11442.388 eV
1s1/2: weight <X0|X0>/c^2 = 0.011196
1s1/2: normalized mean of V-E0 = -11442.39 eV
1s1/2: potential part = -256.220 eV
1s1/2: -E0 part = 128.110 eV
1s1/2: first order E1 = -128.110 eV
1s1/2: exact Dirac E = -11573.450 eV
1s1/2: remainder E-E0-E1 = -2.952 eV
1s1/2: first order E1 = -2.05255e-17 J
1s1/2: by parts, -<(V-E0)^2>/(2mc^2) = -640.550 eV
1s1/2: by parts, boundary (Darwin) = 512.440 eV
2s1/2: E0 = -2860.597 eV
2s1/2: weight <X0|X0>/c^2 = 0.002799
2s1/2: normalized mean of V-E0 = -14302.98 eV
2s1/2: potential part = -48.041 eV
2s1/2: -E0 part = 8.007 eV
2s1/2: first order E1 = -40.034 eV
2s1/2: exact Dirac E = -2901.600 eV
2s1/2: remainder E-E0-E1 = -0.969 eV
2p1/2: E0 = -2860.597 eV
2p1/2: weight <X0|X0>/c^2 = 0.002799
2p1/2: normalized mean of V-E0 = -14302.98 eV
2p1/2: potential part = -48.041 eV
2p1/2: -E0 part = 8.007 eV
2p1/2: first order E1 = -40.034 eV
2p1/2: exact Dirac E = -2901.600 eV
2p1/2: remainder E-E0-E1 = -0.969 eV
2p3/2: E0 = -2860.597 eV
2p3/2: weight <X0|X0>/c^2 = 0.002799
2p3/2: normalized mean of V-E0 = -2860.60 eV
2p3/2: potential part = -16.014 eV
2p3/2: -E0 part = 8.007 eV
2p3/2: first order E1 = -8.007 eV
2p3/2: exact Dirac E = -2868.649 eV
2p3/2: remainder E-E0-E1 = -0.045 eV
2p splitting, first order = 32.028 eV
2p splitting, exact Dirac = 32.951 eV
Screened model v = -exp(-mu rho)/rho, mu = 0.1
Screened energies in Z^2 hartree; slopes are dE/dx at x=0
Screened 1s1/2: E0 = -0.407058
Screened 1s1/2: slope formula -0.122754, Dirac -0.122754
Screened 2p1/2: E0 = -0.046534
Screened 2p1/2: slope formula -0.030871, Dirac -0.030871
Screened 2p3/2: E0 = -0.046534
Screened 2p3/2: slope formula -0.005977, Dirac -0.005977
all assertions hold
```
